\section*{The Jacobi-Davidson Correction, Newton's Method on the Sphere and Rayleigh Quotient Iteration}

\section*{Setting}

Let $A$ be a Hermitian $n\times n$ matrix with $n\ge 2$, for instance a Hamiltonian in an orthonormal basis, and let $u$ be an approximate eigenvector with $u^\dagger u=1$. The Rayleigh quotient of a nonzero vector $v$ is $\rho(v)=v^\dagger Av/v^\dagger v$. At the current vector we write
\begin{equation}
\theta=\rho(u)=u^\dagger Au,\qquad r=Au-\theta u,\qquad P=I-uu^\dagger .
\end{equation}
Here $\theta$ is the energy estimate, $r$ the residual, and $P$ the projector onto the complement of $u$. Since $u^\dagger r=\theta-\theta=0$, we have $Pr=r$. Two further relations are used repeatedly:
\begin{equation}
(A-\theta I)u=r,\qquad u^\dagger(A-\theta I)=r^\dagger .
\label{eq:res}
\end{equation}
The second is the adjoint of the first, because $A$ is Hermitian and $\theta$ is real.

\section*{(a) Slope and curvature on the sphere}

\textbf{Question.} Which first-order changes of $u$ keep its norm and change the physical state? Find the slope and curvature of $\rho$ at $u$ along a great circle in such a direction, and identify the stationary points.

\textbf{Solution.} For a change $t$, the condition $(u+t)^\dagger(u+t)=1$ reads $2\,\mathrm{Re}\,u^\dagger t=0$ to first order, so $u^\dagger t$ is purely imaginary. An imaginary multiple of $u$ only changes the phase of $u$, which leaves the state and $\rho$ unchanged. We remove this direction by requiring
\begin{equation}
u^\dagger t=0 .
\end{equation}
Let $d$ be a unit vector with $u^\dagger d=0$. The great circle $\gamma(s)=\cos s\,u+\sin s\,d$ has unit norm for every $s$. Since $d^\dagger u=0$, we have $d^\dagger Au=d^\dagger r$, and therefore
\begin{equation}
\rho(\gamma(s))=\theta\cos^2 s+\sin 2s\;\mathrm{Re}\,d^\dagger r+\sin^2 s\;d^\dagger Ad .
\end{equation}
The first derivative is
\begin{equation}
\frac{d\rho}{ds}=\sin 2s\,(d^\dagger Ad-\theta)+2\cos 2s\;\mathrm{Re}\,d^\dagger r .
\end{equation}
Setting $s=0$ here, and again after one more differentiation, gives
\begin{equation}
\rho'(0)=2\,\mathrm{Re}\,d^\dagger r,\qquad
\rho''(0)=2\,d^\dagger(A-\theta I)d .
\label{eq:slope}
\end{equation}
If $r\neq0$, the choice $d=r/\|r\|$ is allowed because $r\perp u$, and it gives the slope $2\|r\|>0$. The quotient is therefore stationary if and only if $r=0$, that is, if $u$ is an eigenvector.

\section*{(b) The Newton equation}

\textbf{Question.} Apply Newton's method on the sphere to the condition $F(v)=Av-\rho(v)v=0$. What linear equation determines the step $t$?

\textbf{Solution.} Take a curve $v(s)$ on the sphere with $v(0)=u$ and $v'(0)=t$, where $u^\dagger t=0$. By the product rule,
\begin{equation}
DF[t]=At-\theta t-\rho'\,u .
\end{equation}
The derivative of $v^\dagger Av$ is $\rho'=t^\dagger Au+u^\dagger At=2\,\mathrm{Re}(u^\dagger At)$. By (\ref{eq:res}), $u^\dagger At=r^\dagger t+\theta u^\dagger t=r^\dagger t$, so
\begin{equation}
DF[t]=(A-\theta I)t-2\,\mathrm{Re}(r^\dagger t)\,u .
\end{equation}
The vector $F(v)$ is orthogonal to $v$ at every point of the sphere, so it lies in a tangent space that turns as $v$ moves. This turning gives $DF[t]$ a component along $u$: differentiating $v^\dagger F(v)=0$ yields $u^\dagger DF[t]=-t^\dagger r$. The real part of this component is normal to the sphere, and the imaginary part points along the phase direction $iu$ excluded in part (a). The projector $P$ removes both. At the solution of the equation below, $t^\dagger r=-t^\dagger(A-\theta I)t$ is real, so the phase part vanishes there. Newton's condition is $P\,DF[t]=-F(u)=-r$. With $Pu=0$ and $t=Pt$ it becomes
\begin{equation}
P(A-\theta I)P\,t=-r,\qquad u^\dagger t=0 .
\label{eq:jd}
\end{equation}
This is the Jacobi-Davidson correction equation. The new vector is obtained by normalization, $u_{\rm new}=(u+t)/\|u+t\|$.

The slope and curvature of part (a) lead to the same equation. With $t=s\,d$, the expansion of $\rho$ to second order is
\begin{equation}
m(t)=\theta+2\,\mathrm{Re}\,t^\dagger r+t^\dagger(A-\theta I)t .
\end{equation}
A variation $\delta\perp u$ changes $m$ by $2\,\mathrm{Re}\,\delta^\dagger[r+(A-\theta I)t]$ to first order. This vanishes for all such $\delta$ if and only if $P[r+(A-\theta I)t]=0$, which is (\ref{eq:jd}). The step leads to a stationary point of the quadratic model. That point is a strict minimum only if the curvature is positive in all directions orthogonal to $u$, so the method can also converge to interior eigenvalues.

\section*{(c) The exact solution}

\textbf{Question.} Rayleigh quotient iteration (RQI) replaces $u$ by the normalized vector $x=(A-\theta I)^{-1}u$. Let $B$ be the operator $P(A-\theta I)P$ restricted to the complement of $u$, and assume that $A-\theta I$ and $B$ are both invertible. Solve (\ref{eq:jd}) exactly. How are $t$, $u$ and $x$ related, and what is the new energy estimate?

\textbf{Solution.} Since $B$ is invertible, there is one solution $t$. Using $r=Pr=P(A-\theta I)u$, we write (\ref{eq:jd}) as
\begin{equation}
P(A-\theta I)(u+t)=0 .
\end{equation}
A vector annihilated by $P$ is a multiple of $u$, so there is a number $\varepsilon$ with
\begin{equation}
(A-\theta I)(u+t)=\varepsilon u .
\label{eq:eps}
\end{equation}
Multiplying by $u^\dagger$ and using (\ref{eq:res}) gives $\varepsilon=r^\dagger(u+t)=r^\dagger t$. Applying $(A-\theta I)^{-1}$ to (\ref{eq:eps}) gives $u+t=\varepsilon x$. The left side has overlap $u^\dagger(u+t)=1$ with $u$. With $\beta=u^\dagger x$ this means $1=\varepsilon\beta$, so $\beta\ne0$ and
\begin{equation}
u+t=\frac{x}{\beta},\qquad \varepsilon=\frac1\beta .
\label{eq:main}
\end{equation}
Substitution confirms the result. The vector $t=x/\beta-u$ satisfies $u^\dagger t=1-1=0$, and $P(A-\theta I)t=P(u/\beta-r)=-r$.

The RQI vector is thus parallel to $u+t$. It is not parallel to $t$, because $x$ has the nonzero component $\beta$ along $u$ while $t$ has none. What contains $x$ is the plane spanned by $u$ and $t$. The normalized Newton step is therefore an RQI step, up to an irrelevant sign. A step of length $\|t\|$ along the great circle stays in the same plane but moves $u$ through an arc of length $\|t\|$, whereas normalization moves it through the arc $\arctan\|t\|$, which is always less than $\pi/2$.

The Jacobi-Davidson method adds $t$ to a search space that already contains $u$. After an exact solve, this space contains $x$. If the lowest state is sought, the lowest Rayleigh-Ritz value is the minimum of $\rho$ over the search space, so it is at most $\rho(x)$. To find $\rho(x)$, multiply (\ref{eq:eps}) by $(u+t)^\dagger$. The right side is $\varepsilon(u+t)^\dagger u=\varepsilon$, and $\|u+t\|^2=1+\|t\|^2$, so
\begin{equation}
\theta_{\rm new}=\theta+\frac{\varepsilon}{1+\|t\|^2} .
\label{eq:energy}
\end{equation}

\section*{(d) The role of the projector}

\textbf{Question.} What does an exact solve give if the projectors in (\ref{eq:jd}) and the condition $u^\dagger t=0$ are dropped?

\textbf{Solution.} By (\ref{eq:res}), the equation $(A-\theta I)t=-r$ is $(A-\theta I)t=-(A-\theta I)u$. For invertible $A-\theta I$ its solution is $t=-u$. This vector is already in the search space, so the exact solve adds no new direction. The projected equation excludes this solution by requiring $t\perp u$.

\section*{(e) When a step exists}

\textbf{Question.} Express $\det B$ through the eigenvalues $\lambda_j$ and orthonormal eigenvectors $x_j$ of $A$. What happens when $\beta=0$, and what happens when $\theta$ is itself an eigenvalue although $u$ is not an eigenvector?

\textbf{Solution.} Choose an orthonormal basis whose first vector is $u$, and collect the others as columns of $Q$. For a general real shift $\sigma$ let $B(\sigma)=Q^\dagger(A-\sigma I)Q$, so that $B(\theta)$ is the matrix of $B$. If $\sigma$ is not an eigenvalue, the cofactor formula for the first diagonal entry of the inverse gives
\begin{equation}
u^\dagger(A-\sigma I)^{-1}u=\frac{\det B(\sigma)}{\det(A-\sigma I)} .
\end{equation}
We insert $u^\dagger(A-\sigma I)^{-1}u=\sum_j|x_j^\dagger u|^2/(\lambda_j-\sigma)$ and $\det(A-\sigma I)=\prod_k(\lambda_k-\sigma)$. The factor $\lambda_j-\sigma$ cancels in each term:
\begin{equation}
\det B(\sigma)=\sum_j|x_j^\dagger u|^2\prod_{k\ne j}(\lambda_k-\sigma) .
\label{eq:det}
\end{equation}
Both sides are polynomials in $\sigma$ that agree except possibly at finitely many points, so they agree everywhere, including at $\sigma=\theta$ when $\theta$ is an eigenvalue. If $\theta$ is not an eigenvalue, then $\det B=\beta\det(A-\theta I)$, and $B$ is singular precisely when $\beta=0$.

\emph{Case $\beta=0$, with $A-\theta I$ invertible.} Now $x\perp u$. A solution $t$ would satisfy
\begin{equation}
x^\dagger P(A-\theta I)t=x^\dagger(A-\theta I)t=u^\dagger t=0 .
\end{equation}
By (\ref{eq:jd}) the same number must equal $-x^\dagger r=-x^\dagger(A-\theta I)u=-u^\dagger u=-1$. This is a contradiction, so no Newton step exists. The RQI vector is still defined, but it is orthogonal to $u$, and no vector of the form $u+t$ with finite $t\perp u$ points in that direction.

An example is $A=\mathrm{diag}(-1,1)$ with $u=(1,1)/\sqrt2$. Here $\theta=0$ and $x=r=(-1,1)/\sqrt2$, so $\beta=0$, and the single entry of $B$ is $r^\dagger Ar=0$. The Rayleigh quotient of $x$ is again zero and $A^{-1}x=u$, so RQI started exactly at $u$ alternates between these two vectors without converging. The cycle is unstable: for a starting vector $(\cos a,\sin a)$ one has $\theta=-\cos2a$, and one step maps $\tan a$ to $-\tan^3a$, so any start with $|\tan a|\ne1$ converges to an eigenvector.

\emph{Case $\theta$ a simple eigenvalue, with eigenvector $x_0$ and $u^\dagger x_0\ne0$.} The RQI equation $(A-\theta I)x=u$ has no solution, because multiplication by $x_0^\dagger$ gives $0=x_0^\dagger u$. In (\ref{eq:det}) one term survives, and it is nonzero, so $B$ is invertible and $t$ exists. Equation (\ref{eq:eps}) did not require $A-\theta I$ to be invertible. Multiplying it by $x_0^\dagger$ gives $0=\varepsilon x_0^\dagger u$, hence $\varepsilon=0$. Then $u+t$ lies in the null space of $A-\theta I$, and $u^\dagger(u+t)=1$ fixes its length:
\begin{equation}
u+t=\frac{x_0}{u^\dagger x_0} .
\end{equation}
One step yields the exact eigenvector. For $A=\mathrm{diag}(0,-1,2)$ and squared components $(0.4,0.4,0.2)$ of $u$, we have $\theta=-0.4+0.4=0$ although $\|r\|=1.095$. The determinant is $0.4\times(-1)\times2=-0.8$, and $u+t=(1/\sqrt{0.4},0,0)=(1.581,0,0)$.

\emph{Remaining cases.} If $\theta$ is a degenerate eigenvalue, or a simple one with $u^\dagger x_0=0$, every term in (\ref{eq:det}) vanishes and $B$ is singular, so a solution of (\ref{eq:jd}), if there is one, is not unique. For degenerate $\theta$ let $y$ be the projection of $u$ onto the eigenspace. If $y\ne0$, then $t=y/(u^\dagger y)-u$ satisfies $u^\dagger t=0$ and $P(A-\theta I)t=-r$, so it is one such solution, and $u+t$ is again an exact eigenvector.

\section*{(f) Local convergence}

\textbf{Question.} Let $\lambda$ be a simple eigenvalue with unit eigenvector $x_0$, and let $\phi$ be the angle between $u$ and $x_0$. How does one exact step change $\phi$ when $\phi$ is small?

\textbf{Solution.} With a suitable choice of phases, $u=\cos\phi\,x_0+\sin\phi\,w$, where $w$ is a unit vector orthogonal to $x_0$ and $0<\phi<\pi/2$. Let $\mu=w^\dagger Aw$. The cross terms in $u^\dagger Au$ vanish because $w^\dagger Ax_0=\lambda w^\dagger x_0=0$. Hence $\theta=\lambda\cos^2\phi+\mu\sin^2\phi$, or
\begin{equation}
\theta-\lambda=(\mu-\lambda)\sin^2\phi .
\label{eq:en}
\end{equation}
If $\mu=\lambda$, then $\theta=\lambda$ and part (e) gives the eigenvector in one step. Otherwise, for small $\phi$, $\theta$ is close to $\lambda$ but different from it, and $A-\theta I$ is invertible. The RQI vector is
\begin{equation}
x=\frac{\cos\phi}{\lambda-\theta}\,x_0+\sin\phi\,(A-\theta I)^{-1}w .
\end{equation}
The second term remains orthogonal to $x_0$, because $A$ maps the complement of $x_0$ into itself. In $\beta=u^\dagger x$ the term $\cos^2\phi/(\lambda-\theta)$ dominates for small $\phi$, so $\beta\ne0$ and (\ref{eq:main}) applies. The ratio of the lengths of the two components of $x$, with (\ref{eq:en}), gives
\begin{equation}
\tan\phi_{\rm new}=C\,\tan\phi\,\sin^2\phi,\qquad
C=|\mu-\lambda|\,\|(A-\theta I)^{-1}w\| .
\label{eq:cubic}
\end{equation}
Let $g$ be the distance from $\lambda$ to the nearest other eigenvalue and $W$ the difference between the largest and smallest eigenvalues. Once $|\theta-\lambda|\le g/2$, the other eigenvalues are at least $g/2$ away from $\theta$, so $C\le 2W/g$. Since $C$ stays bounded, the angle converges at least cubically. The bound weakens as the gap closes. For a degenerate $\lambda$ with $\theta\ne\lambda$, the argument still works if $x_0$ is taken as the normalized projection of $u$ onto the eigenspace of $\lambda$. Then $w$ is orthogonal to the whole eigenspace, $(A-\theta I)^{-1}w$ remains so, and $g$ is the distance to the nearest different eigenvalue.

\section*{(g) A three-level model}

\textbf{Question.} For the model Hamiltonian
\begin{equation}
H=\begin{pmatrix}0&1&0\\1&2&1\\0&1&4\end{pmatrix}\ \text{hartree}
\end{equation}
and $u=(1,0,0)^T$, carry out the first step by the correction equation and by RQI. Then follow the convergence to the lowest level.

\textbf{Solution.} In hartree, $\theta_0=0$ and $r=(0,1,0)^T$. The complement of $u$ is spanned by the last two basis vectors, so the correction equation is
\begin{equation}
\begin{pmatrix}2&1\\1&4\end{pmatrix}\begin{pmatrix}t_2\\t_3\end{pmatrix}
=-\begin{pmatrix}1\\0\end{pmatrix},\qquad
\begin{pmatrix}t_2\\t_3\end{pmatrix}
=-\frac17\begin{pmatrix}4&-1\\-1&2\end{pmatrix}\begin{pmatrix}1\\0\end{pmatrix}
=\begin{pmatrix}-4/7\\1/7\end{pmatrix}.
\end{equation}
Thus $u+t=(1,-4/7,1/7)^T$. For RQI we solve $Hx=u$. The first row gives $x_2=1$, the third gives $x_3=-x_2/4=-1/4$, and the second gives $x_1=-2x_2-x_3=-7/4$. Hence $\beta=-7/4$ hartree$^{-1}$, and $x/\beta=(1,-4/7,1/7)^T$, the same vector.

The energy follows from (\ref{eq:energy}) with $\varepsilon=r^\dagger t=-4/7$ hartree and $\|t\|^2=17/49$:
\begin{equation}
\theta_1=-\frac47\cdot\frac{49}{66}=-\frac{14}{33}=-0.4242\ \text{hartree}.
\end{equation}
The lowest eigenvalue is $\lambda=-0.449490$ hartree, or $-12.2312$ eV. Since $\|t\|=0.5890$, a great-circle step would end $0.0567$ rad away from the RQI vector.

Further exact steps give
\begin{center}
\begin{tabular}{cccc}
step $k$ & $\theta_k-\lambda$ (hartree) & $\phi_k$ (rad) & $C_k$\\
0 & $0.4495$ & $0.4317$ & $1.2588$\\
1 & $0.02525$ & $0.1012$ & $1.0167$\\
2 & $2.725\times10^{-6}$ & $1.053\times10^{-3}$ & $1.0016$\\
3 & $3.36\times10^{-18}$ & $1.171\times10^{-9}$ & $1.0004$
\end{tabular}
\end{center}
For small angles (\ref{eq:cubic}) reads $\phi_{k+1}\approx C_k\phi_k^3$. From $k=2$ this predicts $1.0016\times(1.053\times10^{-3})^3=1.17\times10^{-9}$, in agreement with the next row.

The approach of $C_k$ to 1 also follows from part (f). Each step replaces $w$ by a multiple of $(H-\theta I)^{-1}w$. The other two levels lie at $2$ and $4.449$ hartree, so near convergence the upper component of $w$ shrinks relative to the lower one by about $2.449/4.899=0.50$ per step. Thus $w$ tends to the eigenvector of the level at $2$ hartree, for which $C=|2-\lambda|/|2-\theta|\to1$ as $\theta\to\lambda$.

The numerical check compares $u+t$ with $x/\beta$ for a random complex Hermitian matrix of dimension 7 as well. The norm of their difference, relative to that of $u+t$, is $1.5\times10^{-15}$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Random complex Hermitian matrix, dimension 7
  relative gap, u+t against RQI: 1.5e-15
  unprojected solve, |t + u|: 1.1e-15
Three-level model, start u = (1, 0, 0)
  H rows (hartree): [[0, 1, 0], [1, 2, 1], [0, 1, 4]]
  theta_0 (hartree): 0
  r (hartree): [0, 1, 0]
  B (hartree): [[2, 1], [1, 4]]
  det B (hartree^2): 7
  t (no unit): [0, -4/7, 1/7]
  x = (H-theta)^-1 u (1/hartree): [-7/4, 1, -1/4]
  beta (1/hartree): -7/4
  epsilon (hartree): -4/7
  u + t (no unit): [1, -4/7, 1/7]
  theta_1 (hartree): -14/33 = -0.42424242
  |t| (no unit): 0.589015
  angle, great-circle update to RQI (rad): 0.056712
Eigenvalues (hartree): -0.449489743, 2.0, 4.44948974
Newton steps: k, theta_k (hartree), theta_k - lambda (hartree),
  phi_k (rad), factor |mu-lambda| |(H-theta)^-1 w| (no unit)
  0  0.0  0.4495  0.4317  1.2588
  1  -0.424242424242  0.02525  0.1012  1.0167
  2  -0.449487017822  2.725e-6  0.001053  1.0016
  3  -0.449489742783  3.36e-18  1.171e-9  1.0004
  4  -0.449489742783  6.314e-54  1.605e-27  1.0001
Lowest eigenvalue: -0.44948974 hartree = -12.23124 eV
Case beta = 0: A = diag(-1, 1), u = (1, 1)/sqrt(2)
  |beta|: 2.2e-17, |B|: 1.8e-16, |r|: 1.000000
Case theta = eigenvalue: A = diag(0, -1, 2)
  squared components of u: [0.4, 0.4, 0.2]
  |theta|: 4.3e-17, |r|: 1.095445, det B: -0.800000
  u + t: [1.581139, 0.0, 0.0]
\end{verbatim}
